Why a Bonded Film Thins More Than a Free Film During Cure

**Q.** A film cures on a wafer. Cut loose, it would shrink by the same small fraction e in every direction. The wafer stops it from shrinking sideways, but nothing holds its top surface. Surely the thickness then falls by e, just as in the free film?

**A.** That would be so if the sideways restraint had no effect on the thickness. But a film held at its old width is wider than it now wants to be, so it is stretched, and most solids get thinner when stretched sideways. To find out by how much, separate the strain that costs no stress from the strain that does.

Count extension and tension as positive, let x and y lie in the film and let z be its normal. Measure all strains from the film before cure, at one fixed temperature. For small strains the total is a sum:

ε_total = ε_free + ε_el

with ε_free = −e along each of x, y and z. Hooke's law applies to the elastic part ε_el alone, because a film that has shrunk freely by e carries no stress. I take the film to be isotropic, with Young modulus E and Poisson ratio ν, and stress-free before cure.

**Q.** What does the wafer fix, the total strain or the elastic strain?

**A.** The total. A perfectly bonded film on a rigid wafer keeps its lateral dimensions, so far from any edge

0 = −e + ε_el,xx, hence ε_el,xx = +e,

and likewise ε_el,yy = +e. The film has not visibly moved sideways, yet it is stretched by e relative to its new natural size.

**Q.** And the normal direction? You know that the top surface is free, but the film is also glued at the bottom. Why should the normal stress vanish there?

**A.** Because of force balance. Along z it reads

∂σ_xz/∂x + ∂σ_yz/∂y + ∂σ_zz/∂z = 0.

Far from the edges of a uniform film nothing depends on x or y, so the first two terms drop out and σ_zz is the same at every height. It is zero at the free top, hence zero down to the interface. The same argument applied to the x and y balances removes the shear stresses σ_xz and σ_yz.

**Q.** Then find the stress in the plane.

**A.** With σ_zz = 0, Hooke's law gives two equations:

e = (σ_xx − ν σ_yy)/E
e = (σ_yy − ν σ_xx)/E

Subtracting them gives 0 = (1 + ν)(σ_xx − σ_yy)/E, so the two stresses are equal. Call their common value σ. Either equation becomes e = (1 − ν)σ/E, and

σ = E e/(1 − ν).

It is positive: shrinkage against a rigid wafer leaves the film in tension. The elastic strain along z comes from the two sideways pulls:

ε_el,zz = −ν(σ + σ)/E = −2νe/(1 − ν).

Now add the free shrinkage:

ε_zz = −e − 2νe/(1 − ν)
 = −e[(1 − ν) + 2ν]/(1 − ν)
 = −e(1 + ν)/(1 − ν).

The fractional loss of thickness is therefore

t = e(1 + ν)/(1 − ν).

For positive ν the bonded film thins more than the free one.

**Q.** You used Hooke's law in the form that suits you. Can the thickness be found without first finding the stress?

**A.** Yes, by letting the film choose the thickness of least elastic energy. Write q for ε_el,zz, and let λ and μ be the Lamé constants,

λ = Eν/[(1 + ν)(1 − 2ν)], μ = E/[2(1 + ν)].

The energy per volume, with both in-plane elastic strains held at e, is

W = ½λ(2e + q)² + μ(2e² + q²).

Its derivative with respect to q must vanish:

λ(2e + q) + 2μq = 0, so q = −2e λ/(λ + 2μ).

Over the common denominator (1 + ν)(1 − 2ν), the numerator of λ is Eν and that of 2μ is E(1 − 2ν). Their sum is E(1 − ν), so λ/(λ + 2μ) = ν/(1 − ν) and q = −2νe/(1 − ν), as before.

The stored energy also follows. Two directions each contribute ½σe and the third contributes nothing, since σ_zz = 0. Hence W = σe, and a film of thickness h stores σeh per unit area.

**Q.** Try the extremes. What if the material has no Poisson effect, or is nearly incompressible?

**A.** For ν = 0 the stretch does not reach the normal direction, and t = e, your first guess. As ν → ½ the factor tends to 3 and t → 3e. To first order, 3e is the volume that the free film would lose. A material that resists volume change strongly but shear weakly keeps that volume loss even when held, and with its area fixed, the thickness must supply all of it.

Between these limits the held film loses less volume than the free one. The difference is

3e − t = e[3(1 − ν) − (1 + ν)]/(1 − ν) = 2(1 − 2ν)e/(1 − ν),

which is the elastic expansion produced by the tension.

**Q.** Give me numbers for a film that someone might make.

**A.** Take an organosilicate low-k film 500 nm thick, with E = 8 GPa and ν = 0.25, which are rough typical values. Let a late step of the cure, after the network has set, have e = 0.5 %. Then

(1 + ν)/(1 − ν) = 1.25/0.75 = 1.667
t = 1.667 × 0.5 % = 0.833 %
thickness loss = 0.00833 × 500 nm = 4.17 nm.

The free film would lose 2.5 nm. The stress is

σ = (8 GPa/0.75) × 0.005 = 53.3 MPa,

and the stored energy is 53.3 MPa × 0.005 × 500 nm = 0.133 J/m².

**Q.** During cure the modulus is not 8 GPa from start to finish. The film begins soft. Does that not spoil the result?

**A.** It changes the stress but not the thinning, provided ν stays fixed and nothing flows. Suppose that each new increment of strain adds stress according to the modulus at that moment. The derivation then holds for each increment of shrinkage de:

dσ = E de/(1 − ν), dt = de(1 + ν)/(1 − ν).

E is absent from the second equation. If E rises in proportion to the shrinkage from zero to 8 GPa, its average is half the final value. The stress is then 26.7 MPa instead of 53.3 MPa, while the thinning is still 0.833 %. Stepwise integration with the full stiffness matrix confirms both figures.

Under the same incremental law, a changing ν does matter. Let it fall linearly with shrinkage from ν₀ = 0.45 to ν₁ = 0.25. Since (1 + ν)/(1 − ν) = −1 + 2/(1 − ν), the average factor is

−1 + 2 ln[(1 − ν₁)/(1 − ν₀)]/(ν₀ − ν₁) = −1 + 2 ln(0.75/0.55)/0.20 = 2.10.

The thinning becomes 1.05 %, so using the final ν throughout would understate it.

**Q.** I am more worried about flow. A curing network can rearrange and relieve its stress. Would relaxation not let the film recover some thickness?

**A.** It does the opposite. Let the rearrangement conserve volume. By symmetry it adds a permanent strain p along x and along y, and therefore −2p along z. The total in-plane strain is still zero, so the elastic in-plane strain drops from e to

r = e − p = σ(1 − ν)/E.

Along z, add the free shrinkage, the flow and the elastic response:

ε_zz = −e − 2p − 2νr/(1 − ν).

Insert p = e − r:

ε_zz = −3e + 2r − 2νr/(1 − ν) = −3e + 2r(1 − 2ν)/(1 − ν).

Thus t = 3e − 2r(1 − 2ν)/(1 − ν). With no flow, r = e and the earlier result returns. With complete relaxation, r = 0, the stress is gone and t = 3e. In the example, with E and ν held fixed, the thinning grows from 0.833 % to 1.17 % when half the stress has relaxed, and to 1.5 % when all of it has. The elastic tension had been holding the film's volume up; once it relaxes, the film settles to its natural volume.

It follows that a measured thickness loss does not by itself determine the stress. The same loss can come from a larger elastic shrinkage with high stress or from a smaller shrinkage with flow and little stress.

**Q.** You keep saying "far from the edges". How far is far?

**A.** At a free edge the film can pull inwards, so the uniform solution fails there. I take a long strip, bonded underneath, with half-width 8h and ν = 0.25, and solve for its whole cross-section by finite elements without assuming uniform strain. At the centre of the top surface the factor is 1.6665, against 1.6667 from the formula. Farther than 2.4h from the edge, or about 1.2 μm for the 500 nm film, the thinning of the top surface stays within 1 % of the formula. In a narrow line the deviations from the two edges add, so twice that distance is not enough: at a full width of 4.8h the thinning at the centre is still about 1.9 % below the formula, and it comes within 1 % only for widths above about 6.4h, or 3.2 μm for the 500 nm film.

A second case shows what lateral freedom does. Let the strip slide on its base, so that it is held along its length y but free across its width x. Now σ_xx = σ_zz = 0 and ε_el,yy = e, which gives σ_yy = Ee and ε_el,zz = −νe. The thinning is

t = e(1 + ν),

a factor of 1.25, between the free film and the fully held one. The finite-element strip on a sliding base gives the same factor.

**Q.** The tension is where fracture comes in. Is 53 MPa enough to crack the film?

**A.** Stress alone does not decide that; the energy released by the crack must pay for its new surface. Consider a long crack that cuts the film down to the interface and advances like a channel. Each unit of advance turns a length of intact film into film with two new free edges. The energy released per unit advance, divided by h, is the driving force G. In linear elasticity energy scales as stress squared over modulus, and h is the only length, so

G = Z σ²h(1 − ν²)/E,

where Z is a pure number that depends on ν when the substrate is rigid. The edge calculation supplies it: 1.047 with 20 elements through the thickness and 1.050 with 40. Taking Z = 1.05,

G = 1.05 × (53.3 MPa)² × 500 nm × 0.9375/(8 GPa) = 0.175 J/m².

A rough fracture energy for such a film is 3 J/m², so in this model the cure stress does not drive such a crack.

**Q.** But the wafer is used at room temperature, and the film was cured hot.

**A.** That correction is large. Suppose that the cure takes place at 400 °C and the wafer then cools by ΔT = 375 K to 25 °C. Use rough expansion coefficients α_f = 12 ppm/K for the film and α_s = 3 ppm/K for silicon. (The coefficient of silicon rises from about 2.6 to about 4 ppm/K over this range; a mean near 3.5 would lower the added stress found below by about 2 MPa.) The film would contract by α_fΔT = 0.45 %, but the wafer lets it contract sideways by only α_sΔT. The mismatch, (α_f − α_s)ΔT = 0.3375 %, acts as further held-back shrinkage. It adds a stress

10.67 GPa × 0.003375 = 36 MPa

and a further thinning

α_fΔT + [2ν/(1 − ν)](α_f − α_s)ΔT = 0.45 % + 0.667 × 0.3375 % = 0.675 %.

The total stress is 89 MPa. Since G grows as σ², it rises to 0.49 J/m². At fixed stress G is proportional to h, so it would reach 3 J/m² at a thickness of about 3 μm. That is an estimate for a blanket film on a rigid substrate, without pre-existing steps or slow crack growth in moist air, and not a safe limit for design.

The thickness carries a warning too. If the film is measured hot before cure and cold afterwards, the purely elastic film appears to lose 0.833 % + 0.675 % = 1.51 %. That is almost the 1.5 % of a fully relaxed film measured at the cure temperature throughout. The agreement is an accident of these parameters, but it shows why both thicknesses must be taken at the same temperature.

**Q.** No wafer is rigid, and you have dropped every term beyond first order. How much do those two liberties cost?

**A.** Very little for the thinning. The film pulls on the wafer with a force per width σh. For a wafer of thickness H = 775 μm and biaxial modulus M_s = 180 GPa, this compresses the wafer by σh/(M_sH). It also acts at a distance H/2 from the mid-plane, and the moment σhH/2 divided by the bending stiffness M_sH³/12 gives a curvature 6σh/(M_sH²). Multiplied by H/2, this adds 3σh/(M_sH) of compression at the surface. The total is

4σh/(M_sH) = 7.65 × 10⁻⁷,

against e = 5 × 10⁻³. The thinning changes by 0.006 % of its value, and the wafer bends to a radius of about 675 m. The crack is more sensitive, because the substrate deforms locally beneath it. With silicon treated as isotropic, with Young modulus 130 GPa and Poisson ratio 0.28, Z rises from 1.05 to about 1.12. G then becomes 0.19 J/m² for the cure stress and 0.52 J/m² after cooling, and the cracking thickness falls to about 2.9 μm. A softer layer under the film raises Z further.

For finite strain one needs a definite nonlinear law. I take a compressible neo-Hookean film. Its in-plane elastic stretch is 1/(1 − e); let a be its normal elastic stretch and J = a/(1 − e)² its elastic volume ratio. The energy is

W = ½μ[2/(1 − e)² + a² − 3 − 2 ln J] + ½λ(ln J)².

Setting a ∂W/∂a = 0 gives

μ(a² − 1) + λ ln J = 0,

and the thickness is multiplied by a(1 − e). The solution gives a thinning of 0.8327 % instead of 0.8333 %, a relative change of −0.08 %. Another nonlinear law can give a different small change, even one of opposite sign. Here, halving e cuts the absolute error by a factor of 4.0, as expected when the first neglected term is of order e².

**Q.** Then would you use the formula on a real low-k process?

**A.** For a late, nearly elastic step, yes; for the whole cure, not without other evidence. Porous organosilicate films that lose a sacrificial component during cure can thin by several per cent or more, far above the 0.83 % here. Read as purely elastic, a loss ten times ours would imply ten times the stress, about 530 MPa, whereas tensile stresses in such films are roughly some tens of MPa. So at least one assumption of that reading must fail. The modulus may be low while most of the shrinkage takes place, which lowers the stress but not the thinning. The network may also flow, which in our example can move the thinning from 0.83 % to as much as 1.5 %. Collapsing pores may also make the free shrinkage unequal. If it is e in the plane but e_z along the normal, and the film's elastic response is still isotropic, the first term of the derivation changes and

t = e_z + 2νe/(1 − ν).

The change in wafer curvature over the cure step gives σh, and hence the cure stress, without assuming how the film shrank. Together with the thickness loss, both measured at the cure temperature, and with E and ν known throughout the step, it tests the elastic, equal-shrinkage picture, which for constant E and ν predicts t = σ(1 + ν)/E. A larger loss can come from flow or from e_z > e, and those two numbers alone cannot tell one from the other. A smaller loss points to e_z < e, since stress-relieving flow only adds thinning. Agreement is not proof, because flow and e_z < e can cancel. The numerical output below gives the values used here.

Numbers as computed

```
Young modulus: 8.0 GPa; Poisson ratio: 0.25
Free linear shrinkage e: 0.500 %
Initial film thickness: 500.0 nm
Wafer thickness: 775 um
Wafer biaxial modulus: 180 GPa
Thinning factor (1+nu)/(1-nu): 1.6667
Thinning factor at nu=0.00: 1.0000
Thinning factor at nu=0.35: 2.0769
Thinning factor at nu=0.45: 2.6364
Elastic normal strain: -0.3333 %
Thickness loss fraction: 0.8333 %
Thickness loss: 4.167 nm
Thickness loss if free: 2.500 nm
Film biaxial modulus: 10.667 GPa
Cure stress: 53.33 MPa
Stored elastic energy: 0.1333 J/m2
Finite-element interior factor: 1.66650
Finite-element factor, sliding base: 1.25000
Edge zone (surface off by over 1%): 2.38 thicknesses
Edge zone width: 1187 nm
Crack factor Z, coarse mesh: 1.047
Crack factor Z, fine mesh: 1.050
Crack driving force, cure stress: 0.175 J/m2
Modulus ramp from zero, thinning: 0.8333 %
Modulus ramp from zero, stress: 26.67 MPa
Starting nu in varying-nu cure: 0.45
Varying-nu cure, mean factor: 2.1015
Varying-nu cure, thinning: 1.0508 %
Half-relaxed stress, thinning: 1.168 %
Fully relaxed stress, thinning: 1.5000 %
Finite-strain thinning: 0.8327 %
Finite-strain relative change: -0.078 %
Finite-strain error ratio, e to e/2: 4.005
In-plane film strain from wafer: -7.653e-07
Wafer effect on thinning, relative: -0.0061 %
Wafer bending radius: 675 m
Film expansion coefficient: 12.0 ppm/K
Wafer expansion coefficient: 3.0 ppm/K
Cure temperature: 673.15 K; room: 298.15 K
Extra thinning on cooling: 0.6750 %
Extra thickness loss on cooling: 3.375 nm
Extra stress on cooling: 36.00 MPa
Total room-temperature stress: 89.33 MPa
Crack driving force at room temperature: 0.491 J/m2
Rough film fracture energy: 3.0 J/m2
Estimated cracking thickness: 3.05 um
```
